# Landau–Zener breakdown field of a one-dimensional Mott insulator

## 1. What dimensions fix

Consider a half-filled Hubbard chain with hopping $t$, on-site repulsion $U$ and spacing $a$. Its charge gap $\Delta$ is the energy of a free pair made of an empty site (holon) and a doubly occupied site (doublon). A uniform static field $E$ is applied along the chain.

If $\Delta$ is small compared with the bandwidth, the low-energy charge motion contains an energy $\Delta$ and a velocity $v$, and the lattice spacing drops out. The available quantities are $\Delta$ (energy), $\hbar v$ (energy × length) and $eE$ (energy / length). Their one independent dimensionless combination is $\Delta^2/(\hbar v\,eE)$. A tunnelling factor $P$ for pair creation must therefore be a function of it, and the field scale must be

$$E_{\rm th}=C\,\frac{\Delta^2}{e\hbar v}.$$

The gap enters squared and the velocity to the first power. The Landau–Zener argument supplies $C=1/4$ when we define $P=\exp(-\pi E_{\rm th}/E)$. The lattice supplies the first correction.

We assume a clean chain at zero temperature, coherent motion and no long-range attraction within the pair. Interactions between the charges may alter the prefactor of the creation rate; the result concerns the exponent.

## 2. The leading term

Near its minimum, take the energy of one charge of wavenumber $p$ as

$$\varepsilon(p)=\sqrt{(\Delta/2)^2+(\hbar vp)^2}.$$

The field drives holon and doublon oppositely, with $\hbar\dot p=eE$, so $p=eEt'/\hbar$ at time $t'$. The pair costs $2\varepsilon$. The two-level Hamiltonian with this splitting is

$$H=\hbar vp\,\sigma_z+\tfrac{\Delta}{2}\sigma_x=\hbar(\beta t'\sigma_z+g\sigma_x),\qquad \beta=\frac{veE}{\hbar},\quad g=\frac{\Delta}{2\hbar}.$$

This is an effective model of ground state and pair state. Its amplitudes obey $i\dot c_1=\beta t'c_1+gc_2$ and $i\dot c_2=gc_1-\beta t'c_2$. Differentiating the first and eliminating $c_2$ gives

$$\ddot c_1+(\beta^2t'^2+g^2+i\beta)c_1=0.$$

At large $|t'|$ try $c_1\sim e^{-i\beta t'^2/2}t'^{\mu}$. The second derivative is $(-\beta^2t'^2-i\beta-2i\beta\mu)c_1$ to the order needed, so $2i\beta\mu=g^2$ and $\mu=-ig^2/(2\beta)$.

Start at $t'\to-\infty$ in state 1. Continue to $t'\to+\infty$ along a large upper semicircle, $t'=Re^{i\varphi}$ with $\varphi$ running from $\pi$ to $0$. The exponential has magnitude $e^{(\beta R^2/2)\sin2\varphi}$. It is the decaying solution in the first quadrant crossed, which identifies it uniquely, and the growing one in the second, where its coefficient cannot be changed by the smaller solution. The power $t'^\mu$ then changes the amplitude by

$$\left|\frac{c_1(+\infty)}{c_1(-\infty)}\right|=|e^{-i\pi\mu}|=e^{-\pi g^2/(2\beta)}.$$

State 1 is the lower level before the crossing and the upper one after it. Staying in state 1 therefore means creating a pair, and squaring gives

$$P=e^{-\pi g^2/\beta}=\exp\!\left(-\frac{\pi\Delta^2}{4\hbar v\,eE}\right),\qquad \boxed{E_{\rm th}=\frac{\Delta^2}{4e\hbar v}}.$$

Direct integration of the two-level equation tests this. For $\Delta=2$, $v=E=1$ (units $\hbar=e=1$) it gives $P=0.0432$, as does the formula; doubling $v$ or $E$ raises $P$ to 0.208.

At $E=E_{\rm th}$, $P=e^{-\pi}$. This field is a scale in an exponential, not a sharp switching field.

## 3. The exponent for a general dispersion

For slow driving, the transition amplitude carries the phase $\exp(i\int 2\varepsilon\,dt'/\hbar)$. Deforming the time contour to the complex point where $2\varepsilon=0$ gives its exponential size. With $p=i\kappa$ and $dt'=\hbar\,dp/(eE)$,

$$-\ln P=\frac{4}{eE}\int_0^{\kappa_*}\varepsilon(i\kappa)\,d\kappa .$$

For the hyperbola, put $\hbar v\kappa=(\Delta/2)\sin\theta$. The integral is $(\Delta/2)^2(\hbar v)^{-1}\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\Delta^2/(16\hbar v)$, and the Section 2 exponent returns.

The lattice calculation applies this formula to the true charge dispersion. It assumes that holon–doublon scattering leaves the exponent unchanged.

## 4. The lattice dispersion as a series

In this section $t=a=\hbar=e=1$ and $u=U/4$. The Bethe-ansatz solution of the Hubbard chain is taken as input:

$$\varepsilon=2u+2\cos k+4\int_0^\infty\!\frac{J_1(\omega)\cos(\omega\sin k)}{\omega(1+e^{2u\omega})}d\omega,$$

$$\frac{dp}{dk}=1+2\cos k\int_0^\infty\!\frac{J_0(\omega)\cos(\omega\sin k)}{1+e^{2u\omega}}d\omega .$$

The minimum is at $k=\pi$, so $\Delta=2\varepsilon(\pi)$. As a test at $U=8$, exact diagonalization of rings of 6 and 10 sites, extrapolated linearly in inverse length, gives $\Delta=4.52$; the integral gives 4.68. The 3% difference comes from the two-point extrapolation: the finite-size Bethe equations reproduce both ring gaps and give 4.81, 4.74 and 4.71 for 22, 42 and 82 sites, with $L(\Delta_L-\Delta)$ still falling from 4.1 at 6 sites to 2.5 at 82.

Set $k=\pi+iq$ and $s=\sinh q$, so that $\cos k=-\sqrt{1+s^2}$ and $dp=i\,d\kappa$. Two Laplace integrals are needed:

$$\int_0^\infty J_0e^{-s\omega}d\omega=\frac1{\sqrt{1+s^2}},\qquad \int_0^\infty \frac{J_1}{\omega}e^{-s\omega}d\omega=\sqrt{1+s^2}-s.$$

Using them to replace the square roots, with the identity

$$e^{-s\omega}-\frac{2\cosh s\omega}{1+e^{2u\omega}}=\frac{\sinh[(u-s)\omega]}{\cosh u\omega},$$

we obtain

$$\frac{d\kappa}{ds}=\int_0^\infty\!J_0\frac{\sinh[(u-s)\omega]}{\cosh u\omega}d\omega,\qquad
\varepsilon=2(u-s)-2\int_0^\infty\!\frac{J_1}{\omega}\frac{\sinh[(u-s)\omega]}{\cosh u\omega}d\omega .$$

Both vanish at $s=u$, the end of the contour.

Now expand in cosines on $0<s<2u$, with $\lambda_n=(2n+1)\pi/(2u)$. Oddness about $s=u$ removes the other harmonics. Two integrations by parts give

$$\frac{\sinh[(u-s)\omega]}{\cosh u\omega}=\frac2u\sum_{n\ge0}\frac{\omega\cos\lambda_ns}{\omega^2+\lambda_n^2},\qquad u-s=\frac2u\sum_{n\ge0}\frac{\cos\lambda_ns}{\lambda_n^2}.$$

The screened two-dimensional Green function gives $\int_0^\infty\omega J_0/(\omega^2+\lambda^2)\,d\omega=K_0(\lambda)$. Writing $J_1=-J_0'$, integrating by parts and using $K_1=-K_0'$ gives $\int_0^\infty J_1/(\omega^2+\lambda^2)\,d\omega=1/\lambda^2-K_1(\lambda)/\lambda$. The $1/\lambda^2$ terms cancel $2(u-s)$. With $\theta=\pi s/(2u)$, $z=\pi/(2u)=2\pi t/U$ and $m=2n+1$,

$$\varepsilon=\frac8\pi\sum_{m\ \rm odd}\frac{K_1(mz)}m\cos m\theta,\qquad
\frac{d\kappa}{d\theta}=\frac4\pi\sum_{m\ \rm odd}K_0(mz)\cos m\theta .$$

The first term alone is the hyperbola in parametric form. Different odd cosines are orthogonal on $0<\theta<\pi/2$, and each square integrates to $\pi/4$. The contour threshold, defined by $-\ln P=\pi E_{\rm c}/E$, is therefore

$$E_{\rm c}=\frac4\pi\int_0^{\pi/2}\varepsilon\frac{d\kappa}{d\theta}d\theta=\frac{32}{\pi^2}\frac{t}{ea}\sum_{m\ \rm odd}\frac{K_0(mz)K_1(mz)}m .$$

## 5. The first correction

To compare with $\Delta^2/(4v)$, define $v$ from gap and curvature. Near $\theta=0$ write $\varepsilon\simeq\Delta/2-A\theta^2/2$ and $\kappa\simeq D\theta$. The hyperbola gives $\varepsilon\simeq\Delta/2-v^2\kappa^2/\Delta$, so $v^2=\Delta A/(2D^2)$ and

$$\frac{\Delta^2}{4v}=\left(\frac\Delta2\right)^{3/2}\frac{D}{\sqrt A}.$$

Let $r_\nu=K_\nu(3z)/K_\nu(z)$. Keeping $m=1,3$, the series give $\Delta/2\propto1+r_1/3$, $A\propto1+3r_1$ and $D\propto1+r_0$. To first order the right side is $(32/\pi^2)K_0(z)K_1(z)$ times $1+\frac{r_1}{2}-\frac{3r_1}{2}+r_0=1-r_1+r_0$. In $E_{\rm c}$ the $m=3$ term is of second order. Hence

$$\frac{E_{\rm c}}{E_{\rm th}}=1+r_1-r_0+\dots$$

For weak coupling $z$ is large, and $K_\nu(x)\simeq\sqrt{\pi/2x}\,e^{-x}[1+(4\nu^2-1)/(8x)]$. This gives

$$r_1\simeq\frac{e^{-2z}}{\sqrt3}\left(1-\frac1{4z}\right),\qquad r_0\simeq\frac{e^{-2z}}{\sqrt3}\left(1+\frac1{12z}\right).$$

The leading parts cancel, leaving

$$\frac{E_{\rm c}}{E_{\rm th}}\simeq1-\frac{e^{-2z}}{3\sqrt3\,z}\simeq1-\frac{\pi}{384\sqrt3}\left(\frac\Delta t\right)^2 .$$

The last form uses $\Delta\simeq(16t/\pi)\sqrt{\pi/2z}\,e^{-z}$. The correction is quadratic in gap over bandwidth, has a small coefficient, and lowers the threshold.

At $U=2.5t$, $z=2.51$ and the exponential form predicts a deficit of $5.0\times10^{-4}$; the full contour integral gives $4\times10^{-4}$. At $U=4t$ the prediction is 0.0053 against 0.0035, because the neglected powers of $1/z$ are no longer small; the unexpanded $r_0-r_1$ gives 0.0037. The form in $(\Delta/t)^2$, evaluated with the exact gap, is cruder still: it gives $6.5\times10^{-4}$ at $U=2.5t$, 0.0078 at $U=4t$, and 0.067 against 0.018 at $U=7t$. It states the asymptotic scaling and should not be used for numbers at these couplings.

At fixed hopping, $v$ also varies. Between $U/t=2$ and $2.5$ it rises from 2.30 to 2.37 $ta/\hbar$, so the threshold grows as $\Delta^{1.96}$.

**Strong coupling.** For $U\gg t$ and $1\ll s\ll u$, the formulas of Section 4 reduce to $\varepsilon\simeq U/2$ and $d\kappa\simeq ds/s$. This range gives the leading logarithm

$$E_{\rm c}\simeq\frac{2U}{\pi ea}\ln\frac Ut .$$

Terms of order $U$ without the logarithm are dropped here and remain large: at $U/t=200$ the leading term is $675\,t/(ea)$, against 412 from the full contour integral. The quadratic law at fixed hopping has then failed. Between $U/t=100$ and 200 the computed power of $\Delta$ is 1.31, and at $U/t=200$ the ratio $E_{\rm c}/E_{\rm th}$ has fallen to 0.61. Here $E_{\rm c}$ is about twice $U/(ea)$, a field at which the slow-driving assumption of Section 3 no longer holds. It is then only the coefficient in the exponent for $eEa\ll U$, not a field at which $P$ reaches $e^{-\pi}$.

**A many-body test of the scale.** A six-site ring at $U=8t$, where $E_{\rm c}=1.67\,t/(ea)$, was driven through one Bloch period by a smooth pulse. The probability of leaving the ground state was $1.7\times10^{-6}$ for a peak field of $0.3E_{\rm c}$ and 0.45 for $2E_{\rm c}$. With a converged time step the first value is $1.4\times10^{-6}$ and the second is unchanged. Excitation of the ring thus sets in between these two fields, as the scale suggests. The test does not confirm the exponent: the ring has few levels and a larger gap than the infinite chain ($5.36t$ at zero flux, and above $5.1t$ at the values of flux sampled along the pulse, against $4.68t$), and its weak-field probability is about 40 times below the $5\times10^{-5}$ obtained by summing the chain formula over the crossings of the pulse with a prefactor of one.

## 6. Numbers for a chain

Take $t=0.5$ eV, $U=3.5$ eV and $a=0.4$ nm, so $U/t=7$. The dispersion gives $\Delta=3.772t=1.886$ eV and $\hbar v=3.056\,ta=0.611$ eV nm, or $v=9.3\times10^5$ m/s. Thus

$$E_{\rm th}=\frac{(1.886)^2}{4(0.6112)}\ \frac{\rm V}{\rm nm}=1.455\ \frac{\rm V}{\rm nm}=14.55\ {\rm MV/cm}.$$

The contour integral gives 14.3 MV/cm, 2% lower. The largest group velocity is $6.4\times10^5$ m/s, smaller than $v$. Inserting it instead would raise the estimate by 45%, so the definition of carrier velocity matters.

**Onset in a finite time.** Wavenumbers are spaced by $2\pi/L$ and move at $eE/\hbar$, so a chain of length $L$ makes $N=eEL\tau/(2\pi\hbar)$ crossings in time $\tau$. Each wavenumber crosses the gap once per Bloch period, here many times within $\tau$. We assume that phase memory is lost between successive crossings, though not during one, so that their probabilities add. Taking also a prefactor of one, a single pair is expected when

$$\ln N=\pi E_{\rm th}/E .$$

For $L=100$ nm and $\tau=1$ ns the solution has $N=7.0\times10^6$, $\ln N=15.8$ and $E_{\rm on}=14.55\pi/15.76=2.9$ MV/cm, one fifth of $E_{\rm th}$. The assumed prefactor matters moderately: one ten times smaller or larger would move the onset to 3.4 or 2.5 MV/cm.

Since $N\propto E$, differentiation gives $d\ln E_{\rm on}=\ln N\,(d\ln E_{\rm th}-d\ln E_{\rm on})$. At fixed $v$, $L$ and $\tau$ the local power of the gap is then

$$\frac{d\ln E_{\rm on}}{d\ln\Delta}=\frac{2\ln N}{1+\ln N}=1.88 .$$

Halving the gap lowers the onset to 0.79 MV/cm, an average power of 1.88.

**Attraction within the pair.** In real space the pair tunnels until $eEr=\Delta$. With an attraction of strength $C_{\rm att}$, local energy balance reads $2\varepsilon(i\kappa)=eEr+C_{\rm att}/r$, so

$$-\ln P=2\int\kappa\,dr,\qquad \kappa=\frac{\sqrt{\Delta^2-(eEr+C_{\rm att}/r)^2}}{2\hbar v}.$$

For $C_{\rm att}=0$ this reproduces Section 2. Take a relative permittivity of 5 and hold the attraction at its one-spacing value, 0.72 eV, for $r<a$. At 2.9 MV/cm the exponent drops from 15.8 to 14.9, which multiplies the rate by 2.5. This factor depends on the short-range treatment: it is 3.2 if the attraction is held constant only below $a/2$, and 2.2 if it is held constant below $2a$.

**Beside real chains.** These parameters are rough values in the regime of corner-sharing copper-oxide chains. The model omits oxygen orbitals, phonons, interchain hopping, contacts and heating. Real devices break the assumption of a uniform clean chain: a gap reduction of 0.2 eV at fixed $v$ lowers $E_{\rm th}$ by 20% if it extends over the whole tunnelling path, about 6.5 nm at onset. A shorter defect lowers the exponent by less. Thermal carriers are negligible in the ideal chain, about $3\times10^{-15}$ per 100 nm at 300 K, but dopants and contacts can supply others. At onset such a carrier gains $\Delta$ over 6.5 nm. The charge band is only $4t=2.0$ eV wide, so the carrier is then close to the band top, and it can create a further pair only if spins, phonons or other degrees of freedom take up the excess momentum. If they do, and if it travels that far without losing its energy, avalanche multiplication may begin below the tunnelling onset. The 2.9 MV/cm is therefore an intrinsic estimate for this model, not a predicted device switching field. The remaining values are in the numerical output.

## Computed values

```
Two-level test (hbar=e=1): gap, v, E, P numeric, P formula
  1.0  1.0  0.5  0.20787  0.20788
  2.0  1.0  1.0  0.04323  0.04321
  2.0  2.0  1.0  0.20787  0.20788
  2.0  1.0  2.0  0.20798  0.20788
Ring gap, U=8t, 6 sites: 5.3581 t
Ring gap, U=8t, 10 sites: 5.0222 t
Ring gap, 1/L extrapolated: 4.5184 t
Bethe gap, U=8t: 4.6795 t
Contour threshold, U=8t: 1.6683 t/(e a)
Ring excited, peak 0.3 threshold: 1.74e-06
Ring excited, peak 2.0 threshold: 0.4531
Bethe energy / hyperbola, U=2t, k=pi+0.3: 0.99992
U/t, gap/t, v/(t a/hbar), E contour, E LZ (t/(e a)), ratio
  2.0  0.1728  2.2999  0.00324  0.00324  0.9999
  2.5  0.3706  2.3731  0.01446  0.01447  0.9996
  4.0  1.2867  2.5994  0.15867  0.15923  0.9965
  7.0  3.7720  3.0560  1.14283  1.16394  0.9819
  12.0  8.4580  3.7471  4.54162  4.77287  0.9515
  100.0  96.0554  10.0801  162.28473  228.83269  0.7092
  200.0  196.0277  14.1978  412.38508  676.63479  0.6095
Power of gap in threshold, U/t 2 to 2.5: 1.959
Power of gap in threshold, U/t 100 to 200: 1.307
Example t, U: 0.50 eV, 3.50 eV
Example spacing: 0.40 nm
Example gap: 1.886 eV
Light-cone velocity v: 9.286e+05 m/s
Largest group velocity: 6.413e+05 m/s
hbar v: 0.6112 eV nm
E_th, Landau-Zener: 14.55 MV/cm = 1.455e+09 V/m
E_th, lattice contour: 14.29 MV/cm
Chain length, pulse: 100 nm, 1.0 ns
Onset field, Landau-Zener: 2.900 MV/cm
Onset field / E_th: 0.1993
Crossing attempts at onset: 7.011e+06
Onset field, lattice contour: 2.850 MV/cm
Onset, half gap, same v: 0.790 MV/cm
Effective gap power of onset: 1.876
Tunnel length at onset (also Delta gain): 6.50 nm
Exponent at onset, no attraction: 15.763
Relative permittivity: 5.0
Attraction at one spacing: 0.720 eV
Exponent at onset, with attraction: 14.850
Rate factor from attraction: 2.49e+00
Thermal carriers in chain, 300 K: 2.96e-15
E_th reduction for gap lower by 0.2 eV: 20.1 percent
```
